# Combining acoustic-phonon and ionized-impurity mobilities when Matthiessen's rule fails

## Problem

Electrons of charge $-e$ occupy one isotropic parabolic band of mass $m$. They are nondegenerate, and a weak uniform field $F$ acts along $z$. Two independent, elastic scattering processes limit the mobility. With $x=E/kT$, their momentum-relaxation times are

$$\tau_L=a\,x^{-1/2}\quad\text{(acoustic phonons)},\qquad \tau_I=b\,x^{3/2}\quad\text{(ionized impurities)},$$

where $a$ and $b$ do not depend on energy. Acting alone, the processes would give mobilities $\mu_L$ and $\mu_I$. Matthiessen's rule estimates the combined mobility as $\mu_M=(1/\mu_L+1/\mu_I)^{-1}$.

1. Find $\mu_L$ and $\mu_I$ in terms of $a$ and $b$.
2. Find the combined mobility $\mu$ for any ratio $r=\mu_L/\mu_I$, examine both limits, and evaluate it for $\mu_L=\mu_I=\mu_0$.
3. Show that $\mu\le\mu_M$ for any two energy-dependent lifetimes, and find what controls the difference.
4. Electron-electron collisions are absent above. Between which values can they move $\mu/\mu_0$?
5. Take n-type germanium at 77 K with $\mu_0=35000$ cm²/Vs. Find the density of ionized donors at which the two mobilities are equal, the combined mobility and the resistivity. Judge the neglected effects.

## Solution

### 1. The separate mobilities

For elastic scattering in an isotropic band, the field-induced part $f_1$ of the distribution is proportional to $p_z$ times a function of energy, and collisions make it decay at the rate $1/\tau(E)$. To first order in $F$, the steady Boltzmann equation is

$$-eF\frac{\partial f_0}{\partial p_z}=-\frac{f_1}{\tau}.$$

Since $f_0\propto e^{-E/kT}$ and $\partial E/\partial p_z=v_z$, we have $\partial f_0/\partial p_z=-v_zf_0/kT$, so

$$f_1=-\frac{eF\tau v_z}{kT}f_0 .$$

The mean velocity is $-\mu F$; the minus sign reflects the negative charge. Hence

$$\mu=\frac{e}{kT}\,\frac{\int v_z^2\,\tau f_0\,d^3p}{\int f_0\,d^3p}.$$

The average of $v_z^2$ over directions is $2E/3m$, and the density of states is proportional to $E^{1/2}$. Therefore

$$\mu=\frac{2e}{3m}\frac{\int_0^\infty x^{3/2}e^{-x}\tau\,dx}{\Gamma(3/2)}=\frac em\langle\tau\rangle,\qquad
\langle g\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty x^{3/2}e^{-x}g(x)\,dx,$$

because $\Gamma(5/2)=\tfrac32\Gamma(3/2)$. Inserting the two lifetimes gives

$$\mu_L=\frac em\frac{a\,\Gamma(2)}{\Gamma(5/2)}=\frac em\frac{a}{\Gamma(5/2)},\qquad
\mu_I=\frac em\frac{b\,\Gamma(4)}{\Gamma(5/2)}=\frac em\frac{6b}{\Gamma(5/2)}.$$

Thus $a/b=6\mu_L/\mu_I=6r$. Equal mobilities do not mean equal lifetimes: they require $a=6b$.

### 2. The combined mobility

Independent rates add at each energy, before any averaging:

$$\frac1\tau=\frac{x^{1/2}}a+\frac{x^{-3/2}}b=\frac{x^{-3/2}}{a}\left(x^2+X^2\right),\qquad X^2=\frac ab=6r .$$

The lifetimes cross at $x=X$. Impurities dominate the scattering of slower electrons, phonons that of faster ones. Inverting the rate, averaging, and dividing by $\mu_L$ gives

$$\frac{\mu}{\mu_L}=\int_0^\infty\frac{x^3e^{-x}}{x^2+X^2}\,dx .$$

Write $x^3=x(x^2+X^2)-X^2x$. Since $\int_0^\infty xe^{-x}dx=1$,

$$\frac{\mu}{\mu_L}=1-X^2J,\qquad J=\int_0^\infty\frac{x\,e^{-x}}{x^2+X^2}\,dx .$$

To evaluate $J$, start from the elementary integral

$$\int_0^S e^{-xs}\cos(Xs)\,ds=\frac{x}{x^2+X^2}+\frac{e^{-xS}\left(X\sin XS-x\cos XS\right)}{x^2+X^2}.$$

The last term is at most $e^{-xS}/X$ in size. Multiplied by $e^{-x}$ and integrated over $x$, it contributes at most $1/[X(1+S)]$, which vanishes as $S\to\infty$. For finite $S$ the order of integration may be exchanged, and $\int_0^\infty e^{-x(1+s)}dx=1/(1+s)$. So, with $t=X(1+s)$,

$$J=\int_0^\infty\frac{\cos(Xs)}{1+s}\,ds=\int_X^\infty\frac{\cos(t-X)}{t}\,dt
=\cos X\int_X^\infty\frac{\cos t}{t}dt+\sin X\int_X^\infty\frac{\sin t}{t}dt .$$

With the definitions $\mathrm{Ci}(X)=-\int_X^\infty(\cos t/t)\,dt$ and $\mathrm{Si}(X)=\int_0^X(\sin t/t)\,dt$, and $\mathrm{Si}(\infty)=\pi/2$,

$$\boxed{\frac{\mu}{\mu_L}=1+X^2\left[\mathrm{Ci}(X)\cos X+\left(\mathrm{Si}(X)-\frac\pi2\right)\sin X\right],\quad X^2=\frac{6\mu_L}{\mu_I}}$$

**Few impurities.** For small $X$, $\mathrm{Ci}(X)\approx\ln X+\gamma_E$, where $\gamma_E$ is Euler's constant, and the sine term is smaller by a factor of order $X$. Hence

$$\frac{\mu}{\mu_L}\approx1+X^2(\ln X+\gamma_E)=1-3r\ln\frac1{6r}+6\gamma_E r .$$

Matthiessen's rule would give $1-r$. The logarithm comes from the energies $X<x<1$, where phonons still dominate and the integrand of $X^2J$ is roughly $X^2/x$. Below $x=X$ impurities dominate, which cuts off this growth towards low energy.

**Many impurities.** For large $X$, expand $x^3/(x^2+X^2)=x^3/X^2-x^5/X^4+\dots$ and use $\Gamma(4)=6$, $\Gamma(6)=120$:

$$\frac\mu{\mu_L}\approx\frac6{X^2}-\frac{120}{X^4},\qquad\text{so}\qquad \mu\approx\mu_I\left(1-\frac{10}{3}\frac{\mu_I}{\mu_L}\right).$$

The first correction is $10/3$ times that of Matthiessen's rule. Fast electrons carry most of an impurity-limited current. Their long impurity lifetimes make them the most sensitive to any added scattering, and phonons also scatter them most.

**Equal mobilities.** Here $X=\sqrt6=2.4495$, $\mathrm{Ci}(X)=0.30191$, $\mathrm{Si}(X)=1.76590$, $\cos X=-0.76991$ and $\sin X=0.63816$. Then

$$\frac{\mu}{\mu_0}=1+6\left[-0.23244+0.19510\times0.63816\right]=1-6(0.10794)=0.352 .$$

Summing the Boltzmann current directly over a three-dimensional momentum grid also gives 0.352. Matthiessen's value, 0.5, is 42% above this result. Equality of the mobilities is close to the worst case for these two power laws: numerical minimization of $\mu/\mu_M$ gives 0.702 at $r=0.77$, against 0.705 at $r=1$.

### 3. Why Matthiessen's rule overestimates

Let $\tau_1(x)$ and $\tau_2(x)$ be any two positive lifetimes with finite averages. Define

$$\tau=\frac{\tau_1\tau_2}{\tau_1+\tau_2},\qquad s_*(x)=\frac{\tau_2}{\tau_1+\tau_2}=\frac{1/\tau_1}{1/\tau_1+1/\tau_2}.$$

The quantity $s_*$ is the share of the total scattering rate due to process 1. For any number $s$, completing the square gives

$$s^2\tau_1+(1-s)^2\tau_2=\tau+(\tau_1+\tau_2)(s-s_*)^2 .$$

Choose the energy-independent value $\bar s=\langle\tau_2\rangle/(\langle\tau_1\rangle+\langle\tau_2\rangle)$ and average. The left side becomes $\langle\tau_1\rangle\langle\tau_2\rangle/(\langle\tau_1\rangle+\langle\tau_2\rangle)$, which is Matthiessen's average lifetime. Therefore

$$\mu=\mu_M-\frac em\left\langle(\tau_1+\tau_2)(s_*-\bar s)^2\right\rangle\le\mu_M .$$

Equality requires $s_*$ to be constant, hence $\tau_1/\tau_2$ independent of energy. The deficit measures how far the division of scattering between the processes changes with energy.

As an illustration, keep both separate mobilities equal and the phonon law fixed, but let $\tau_I\propto x^p$. For $p=-\tfrac12,0,\tfrac12,1,\tfrac32$ the combined mobility is 0.500, 0.483, 0.445, 0.399 and 0.352 of either one.

### 4. Electron-electron collisions

These collisions conserve total momentum. In an isotropic parabolic band the current is proportional to momentum, so they do not relax it directly. They do transfer momentum between electrons of different energy, which changes how fast phonons and impurities remove it.

If they are very frequent, all energy groups acquire the same drift momentum $p_d$: the distribution is a displaced Maxwellian. In magnitude, $f_1=p_dv_zf_0/kT$. The momentum lost per electron and unit time is

$$\frac{\int p_z(f_1/\tau)\,d^3p}{\int f_0\,d^3p}=p_d\left\langle\frac1\tau\right\rangle .$$

Balancing this against the force $eF$ gives $\mu=(e/m)/\langle1/\tau\rangle$. Rates are now averaged, instead of lifetimes. Put $\tau_0=m\mu_0/e$, so that part 1 gives $a=\Gamma(5/2)\tau_0$ and $b=\Gamma(5/2)\tau_0/6$. Then

$$\left\langle\frac1\tau\right\rangle=\frac{1}{\Gamma(5/2)}\left[\frac{\Gamma(3)}a+\frac{\Gamma(1)}b\right]=\frac{2+6}{\Gamma(5/2)^2\tau_0},\qquad
\frac\mu{\mu_0}=\frac{\Gamma(5/2)^2}{8}=\frac{9\pi}{128}=0.221 .$$

Here $\mu_0$ is still the separate mobility without electron-electron collisions.

This value and 0.352 bound the result for any collision strength. Write $f_1=-(eF/kT)f_0\Phi$ and $(g,h)=\int gh f_0\,d^3p/\int f_0\,d^3p$. The Boltzmann equation becomes $(R+C)\Phi=v_z$, where $R$ multiplies by $1/\tau$ and $C$ is the linearized electron-electron operator; the mobility is $\mu=(e/kT)(v_z,\Phi)$. By detailed balance $C$ is symmetric, and $(\Phi,C\Phi)$ is a positively weighted sum of squares of the change of $\Phi_1+\Phi_2$ in each collision. It is therefore nonnegative, and momentum conservation gives $Cv_z=0$. The Cauchy-Schwarz inequality for $R+C$ yields

$$(v_z,v_z)^2=(v_z,(R+C)\Phi)^2\le(v_z,Rv_z)\,(\Phi,v_z),$$

which with $(v_z,v_z)=kT/m$ is the lower bound $\mu\ge(e/m)/\langle1/\tau\rangle$. For the upper bound let $\Phi_0=\tau v_z$ be the solution without $C$. Then

$$(v_z,\Phi)^2=(R\Phi_0,\Phi)^2\le(\Phi_0,R\Phi_0)(\Phi,R\Phi)\le(v_z,\Phi_0)(v_z,\Phi),$$

so $(v_z,\Phi)\le(v_z,\Phi_0)$. Hence $0.221\le\mu/\mu_0\le0.352$ for the stated power laws.

A simple model shows the passage between the bounds. Let each energy group have a drift $\varphi(x)$ per unit acceleration that relaxes towards the momentum mean at a rate $\nu$: $1=\varphi/\tau+\nu(\varphi-\langle\varphi\rangle)$. Solving for $\varphi$ and averaging gives $\langle\varphi\rangle=A/(1-\nu A)$, with $A=\langle(1/\tau+\nu)^{-1}\rangle$. For $\nu=1/\tau_0$ and $10/\tau_0$ the mobility ratio is 0.339 and 0.295.

### 5. Germanium at 77 K

The rough inputs are relative permittivity 16 and valley masses $1.6\,m_e$ and $0.08\,m_e$ along and across the valley axis. The isotropic model uses the conductivity mass $m=3/(1/1.6+2/0.08)\,m_e=0.117\,m_e$. At 77 K, $kT=6.64$ meV, so the lifetimes cross at $2.45\,kT=16.3$ meV.

**Donor density.** For a screened Coulomb potential with inverse screening length $\lambda$, where $\lambda^2=e^2n/\varepsilon kT$, the Born cross section is

$$\sigma=\left(\frac{me^2}{2\pi\hbar^2\varepsilon}\right)^2\frac1{(2k^2w+\lambda^2)^2},\qquad w=1-\cos\theta .$$

Momentum loss weights each collision by $w$, so $1/\tau_I=N(\hbar k/m)\,2\pi\int_0^2w\sigma\,dw$. With $y=2k^2w+\lambda^2$ and $\gamma^2=4k^2/\lambda^2$,

$$\int_0^2\frac{w\,dw}{(2k^2w+\lambda^2)^2}=\frac1{4k^4}\int_{\lambda^2}^{4k^2+\lambda^2}\left(\frac1y-\frac{\lambda^2}{y^2}\right)dy=\frac{G}{4k^4},\quad G=\ln(1+\gamma^2)-\frac{\gamma^2}{1+\gamma^2}.$$

Using $\hbar k=\sqrt{2mE}$ gives the Brooks-Herring rate

$$\frac1{\tau_I}=\frac{Ne^4G}{16\pi\sqrt{2m}\,\varepsilon^2E^{3/2}} .$$

The $x^{3/2}$ law follows if $G$ is held constant. I evaluate it at $x=3$, where the integrand $x^3e^{-x}$ of $\mu_I$ peaks. Then

$$N=\frac{16\pi\sqrt{2m}\,\varepsilon^2(kT)^{3/2}}{e^4G\,b},\qquad b=\frac{\Gamma(5/2)\tau_0}6=\frac{1.329\times2.33\ \text{ps}}6=0.516\ \text{ps}.$$

Without compensation $n=N$, so $G$ itself depends on $N$. The self-consistent solution has $\gamma^2=113$, $G=3.75$ and $N=1.27\times10^{16}$ cm⁻³.

**Mobility and resistivity.** The combined mobility is $0.3524\times35000=12300$ cm²/Vs, against 17500 cm²/Vs from Matthiessen's rule. The resistivity is $1/(eN\mu)=0.040$ Ω cm. Used backwards on the combined value, Matthiessen's rule would extract

$$\mu_I=\left(\frac1{12334}-\frac1{35000}\right)^{-1}\approx19000\ \text{cm}^2/\text{Vs},$$

which is 46% below the 35000 cm²/Vs put in.

**Temperature.** At fixed $N$ and $G$, $\mu_I\propto T^{3/2}$; the acoustic rate is proportional to $TE^{1/2}$, so $\mu_L\propto T^{-3/2}$. At 100 K they become 51800 and 23600 cm²/Vs. The combined mobility is 11500 cm²/Vs, and Matthiessen's rule gives 16200. In fact $G$ grows with temperature; evaluating it at 100 K lowers $\mu_I$ to about 45500 and the combined mobility to about 11000 cm²/Vs.

**The real material.** The chosen phonon mobility is of the size typical of pure germanium at this temperature, but the model simplifies the material in several ways. The estimates below change one feature at a time; except for neutral donors, both separate mobilities stay at $\mu_0$.

- *Screening.* The full energy dependence of $G$ raises $\mu/\mu_0$ to 0.379. Strong electron-electron collisions would then lower it to 0.319 with these Born rates, or to about 0.33 with phase shifts, which correct the rates of slow electrons. Either way the bounds are closer together than for pure power laws.
- *Neutral donors.* For a donor depth of 13 meV and $n/N_c=0.0096$, with $N_c$ the effective density of states, $N_0/n=2(n/N_c)e^{13/6.635}=0.14$. Adding their scattering through Erginsoy's estimate, a third process, would lower the ratio to 0.287. That formula is meant for electrons much slower than those here, whose typical energy $3kT$ is about three times the donor Rydberg, and it overestimates the effect. Phase shifts for the static potential of a hydrogen-like donor, without exchange, give 0.343. The fraction 0.14 counts only the lowest donor level; a valley-orbit triplet 3 meV above it would raise the fraction to 0.40 and lower the ratio to 0.326. These values depend on the potential chosen. A donor radius matched to the 13 meV depth gives 0.350 and 0.345 instead of 0.343 and 0.326, and an added polarization tail cut off at one Bohr radius gives about 0.32 and 0.28. They show the size of the effect, not its exact amount.
- *Anisotropy.* An impurity lifetime ten times longer along the valley axis than across it gives 0.329. A variational Born estimate for the ellipsoidal valley gives about this factor at $x=3$.
- *Optical phonons and degeneracy.* Adding 37 meV phonons with a trial coupling gives 0.347; Fermi statistics give 0.353.

The donor density is less certain than the mobility ratio. Replacing the conductivity mass everywhere by the density-of-states mass, $0.217\,m_e$, lowers it to $7.1\times10^{15}$ cm⁻³; replacing it only in the scattering rate, and keeping the conductivity mass in $e/m$, raises it to $1.6\times10^{16}$ cm⁻³. The Born approximation matters less here: phase shifts for the same attractive screened potential change $\mu_I$ by less than 1% in the isotropic model. This agreement is not guaranteed by the energy scales. $3kT=19.9$ meV is only about three times the model's donor Rydberg, 6.2 meV, and a repulsive potential of the same strength and screening, which has the same Born cross section, gives a $\mu_I$ about 33% above the Born value.

Elastic acoustic scattering is a rougher assumption than the isotropic model suggests. At $x=3$ the conductivity mass gives a largest phonon energy of 1.6 meV, about 8% of the electron energy. The heavy mass along the valley axis allows larger momentum changes, and phonon energies up to 6.0 meV, or 30%; the mean over the energy shell is about 2.2 meV, or 11%. The field must stay well below 40 V/cm, where the drift velocity would reach the sound speed of roughly 5 km/s and carrier heating could no longer be ignored.

## Calculated quantities

```
X = crossing energy / kT: 2.4495
Ci(X): 0.30191   Si(X): 1.76590
cos X: -0.76991   sin X: 0.63816
mu/mu_0, closed form: 0.35239
mu/mu_0, energy quadrature: 0.35239
mu/mu_0, 3D momentum grid: 0.35239
mu / Matthiessen value, equal mobilities: 0.7048
worst mu / Matthiessen value: 0.7024
  reached at mu_L/mu_I: 0.766
mu/mu_0 if tau_I varies as x^-0.5: 0.5000
mu/mu_0 if tau_I varies as x^0.0: 0.4832
mu/mu_0 if tau_I varies as x^0.5: 0.4453
mu/mu_0 if tau_I varies as x^1.0: 0.3994
mu/mu_0 if tau_I varies as x^1.5: 0.3524
strong electron-electron limit of mu/mu_0: 0.2209
mu/mu_0 at e-e rate 1/tau_0: 0.3388
mu/mu_0 at e-e rate 10/tau_0: 0.2950
--- germanium example, rough inputs ---
T: 77 K   kT: 6.635 meV
separate mobilities mu_0: 35000 cm2/Vs
relative permittivity: 16
masses long., trans.: 1.6, 0.08 m_e
conductivity mass: 0.1171 m_e   DOS mass: 0.2172 m_e
tau_0 = mu_0 m/e: 2.330 ps
lifetime crossing energy: 16.25 meV
ionized donors, log fixed at x=3: 1.267e+16 cm^-3
gamma^2 at x=3: 113.3
combined mobility: 12334 cm2/Vs
Matthiessen mobility: 17500 cm2/Vs
resistivity: 0.0399 ohm cm
mu_I extracted by Matthiessen: 19045 cm2/Vs
--- neglected effects ---
ionized donors, full log: 1.232e+16 cm^-3
ionized donors, DOS mass: 7.060e+15 cm^-3
mu/mu_0, full screening log: 0.3785
  its strong e-e limit: 0.3193
n/Nc: 0.00959   mu/mu_0, Fermi statistics: 0.3527
donor depth: 13 meV   neutral/ionized: 0.136
mu/mu_0, neutral donors added: 0.2872
optical phonon: 37 meV, trial coupling 2
mu/mu_0, optical phonons: 0.3469
trial tau_I long./trans.: 10
mu/mu_0, anisotropic tau_I: 0.3291
donor Rydberg in model: 6.22 meV   3kT: 19.91 meV
sound speed: 5 km/s
largest acoustic phonon energy at x=3: 1.63 meV
field where drift = sound speed: 40.5 V/cm
at 100 K: mu_L 23649, mu_I 51800 cm2/Vs
  combined: 11544 cm2/Vs
  Matthiessen: 16236 cm2/Vs
  mu_I with full log: 45590 cm2/Vs
```
